# Why bulky alkyl groups can raise the volatility of metal precursors

Suppose that metal precursors are ranked by dispersion alone. Every added alkyl group brings more polarizable matter, so every bulkier compound should be harder to evaporate. For the model molecule treated below, this reasoning predicts that a 2 Å alkyl shell cuts the vapour pressure at 400 K to about 0.005 of its original value. Once the contacts blocked by the shell are counted, the pressure instead rises about nineteenfold. The opposite rule, that bulk makes a compound volatile, fails as well: a 4 Å shell lowers the pressure to about 0.05 of the original value.

Both rules miss that a shell does two things. It adds weak attraction over its whole surface, and it holds the metal of one molecule away from the donor atom of the next. The outcome depends mainly on which energy is larger, with a smaller correction if the shell also softens the solid. The two energies vary with thickness in different ways.

## The model

A molecule is a sphere of radius \(R=R_0+s\). The core, of radius \(R_0\), contains the metal and its donor atoms; \(s\) is the thickness of a rigid alkyl shell. In the solid each molecule has \(z=12\) nearest neighbours, and neighbouring surfaces are separated by a fixed gap \(g\).

Each molecule donates one lone pair to a neighbour's metal and accepts one in return. Each contact is shared by two molecules, so there is one contact per molecule. The sites face each other across the gap, and since both partners carry a shell, their separation grows by \(2s\).

Let \(W\), \(D\) and \(L\) be positive binding energies. The cohesive energy per molecule is
\[
L(s)=\frac z2\,W(R_0+s)+D(s),
\]
where \(W\) is the dispersion energy of one pair and \(D\) the energy of one dative contact. The factor \(1/2\) prevents each pair from being counted twice. Permanent electrostatics and explicit Pauli repulsion are left out, and core and shell have the same polarizability density.

## Dispersion always grows with the shell

Let volume elements attract with energy \(-C\rho^2/(\text{distance})^6\) per unit volume squared. First take a point at distance \(x\) from the centre of a sphere. With \(\mu\) the cosine of the polar angle, the integral of the inverse sixth power over the sphere is
\[
I(x)=2\pi\int_0^R a^2da\int_{-1}^{1}\frac{d\mu}{(a^2+x^2-2ax\mu)^3}.
\]
The angular integral is elementary:
\[
I(x)=\frac{\pi}{2x}\int_0^R a\left[\frac1{(x-a)^4}-\frac1{(x+a)^4}\right]da
=\frac{\pi}{2x}\int_{-R}^{R}\frac{a\,da}{(x-a)^4}.
\]
The last form follows by replacing \(a\) with \(-a\) in the second term. Setting \(v=x-a\) gives
\[
\int_{x-R}^{x+R}\frac{x-v}{v^4}dv
=\frac{x(6x^2R+2R^3)}{3(x^2-R^2)^3}-\frac{2xR}{(x^2-R^2)^2}
=\frac{8xR^3}{3(x^2-R^2)^3},
\]
and therefore
\[
I(x)=\frac{4\pi R^3}{3(x^2-R^2)^3}.
\]

Now let the second sphere have its centre at distance \(r=2R+g\). The part of it at distance \(x\) from the first centre is a spherical cap. By the cosine rule the cap's edge lies at \(\cos\theta=(x^2+r^2-R^2)/(2xr)\), so its area is
\[
2\pi x^2(1-\cos\theta)=\frac{\pi x}{r}\left[R^2-(r-x)^2\right].
\]
With \(A=\pi^2C\rho^2\), the Hamaker constant,
\[
W=\frac{4AR^3}{3r}\int_{r-R}^{r+R}\frac{x\,[R^2-(r-x)^2]}{(x^2-R^2)^3}\,dx .
\]
Since \(x/(x^2-R^2)^3\) is the derivative of \(-1/[4(x^2-R^2)^2]\), and the square bracket vanishes at both limits, integration by parts leaves
\[
W=\frac{2AR^3}{3r}\int_{r-R}^{r+R}\frac{r-x}{(x^2-R^2)^2}\,dx .
\]
The two integrals needed are
\[
\int\frac{x\,dx}{(x^2-R^2)^2}=-\frac{1}{2(x^2-R^2)},
\]
\[
\int\frac{dx}{(x^2-R^2)^2}=-\frac{x}{2R^2(x^2-R^2)}-\frac1{4R^3}\ln\frac{x-R}{x+R}.
\]
At the limits \(x^2-R^2\) equals \(r(r\pm2R)\). The definite integrals are then \(2R/[r(r^2-4R^2)]\) for the first and
\[
\frac1{R(r^2-4R^2)}+\frac1{4R^3}\ln\left(1-\frac{4R^2}{r^2}\right)
\]
for the second. Inserting them gives
\[
W=\frac A6\left[\frac{4R^2}{r^2-4R^2}-\frac{8R^4}{r^2(r^2-4R^2)}+\ln\left(1-\frac{4R^2}{r^2}\right)\right].
\]
The middle term equals \(-2R^2/(r^2-4R^2)+2R^2/r^2\), so
\[
W=\frac A6\left[\frac{2R^2}{r^2-4R^2}+\frac{2R^2}{r^2}+\ln\left(1-\frac{4R^2}{r^2}\right)\right].
\]

To find how \(W\) responds to bulk, write \(q=(r/R)^2=(2+g/R)^2\). The bracket becomes \(h(q)=2/(q-4)+2/q+\ln(1-4/q)\), with derivative
\[
h'(q)=-\frac2{(q-4)^2}-\frac2{q^2}+\frac4{q(q-4)}
=-2\left[\frac1{q-4}-\frac1q\right]^2=-\frac{32}{q^2(q-4)^2}.
\]
Next, \(dq/dR=-2\sqrt q\,g/R^2\) and \(q-4=g(4R+g)/R^2\). The chain rule gives
\[
\frac{dW}{dR}=\frac{32A}{3g}\,\frac{R^5}{(2R+g)^3(4R+g)^2}.
\]
This is positive. Because \((2R+g)^3>8R^3\) and \((4R+g)^2>16R^2\), it is also bounded:
\[
0<\frac{dW}{dR}<\frac{A}{12g}.
\]
Steric bulk at fixed gap therefore never reduces dispersion in this model. If volatility rises while the gap stays the same, the cause within the model must lie elsewhere. The conclusion rests on core and shell having the same polarizability density: a less polarizable shell pushes the cores apart and replaces their attraction with a weaker one, and for the parameters used below a 2 Å shell lowers the dispersion once its density is less than about two thirds of the core's. The bound is approached for large spheres, whose facing surfaces are nearly flat; a small sphere curves away from its neighbour and gains less.

## The dative contact fades exponentially

A dative contact needs a donor orbital to mix with an empty acceptor orbital, and so depends on their tails. The simplest solvable case is one electron in two attractive delta wells of strength \(\alpha\), a distance \(d\) apart on a line. In atomic units, with \(E=-\beta^2/2\), the wave function is \(e^{-\beta|x|}\) outside the wells and \(\cosh\beta x\) or \(\sinh\beta x\) between them. At each well the slope jumps by \(-2\alpha\psi\). For the even state this gives
\[
\beta\left(1+\tanh\frac{\beta d}{2}\right)=2\alpha
\quad\Longrightarrow\quad \beta=\alpha(1+e^{-\beta d}),
\]
because \(1+\tanh y=2/(1+e^{-2y})\). For the odd state \(\coth\) replaces \(\tanh\), and \(\beta=\alpha(1-e^{-\beta d})\), which has a bound solution only if \(\alpha d>1\). At large \(d\) the exponent may be evaluated at \(\beta=\alpha\), so to first order in the small exponential
\[
E_\pm\approx-\frac{\alpha^2}{2}\mp\alpha^2e^{-\alpha d}.
\]
Two equal levels coupled by \(t\) split by \(2t\). Hence \(t\approx\alpha^2e^{-\alpha d}\): the coupling decays at the rate of the orbital tail. A direct grid solution for \(\alpha=1\), at separations of 6 and 7 bohr, gives a decay rate of 1.000 per bohr.

Real donor and acceptor orbitals are unequal and three-dimensional, which changes the prefactor and can make it vary with distance. The model keeps a pure exponential, with one effective rate \(\kappa\) over the range of interest. As the shells lengthen the contact by \(2s\),
\[
t(s)=t_0e^{-2\kappa s}.
\]

The lone pair contains two electrons. Take the state with both on the donor, \(|DD\rangle=d_\uparrow^\dagger d_\downarrow^\dagger|0\rangle\), as the zero of energy. The transfer operator \(-t\sum_\sigma(a_\sigma^\dagger d_\sigma+d_\sigma^\dagger a_\sigma)\) turns it into
\[
-t\left(a_\uparrow^\dagger d_\downarrow^\dagger+d_\uparrow^\dagger a_\downarrow^\dagger\right)|0\rangle=-\sqrt2\,t\,|S\rangle,
\]
where \(|S\rangle\) is the normalized singlet with one electron on each site. Its energy \(\Delta\) is held constant as the distance changes. If transfer of both electrons is excluded as too costly, the energies satisfy
\[
E(E-\Delta)-2t^2=0 .
\]
The lower root is negative, and its magnitude is the binding energy:
\[
D=\sqrt{\frac{\Delta^2}{4}+2t^2}-\frac\Delta2\approx\frac{2t^2}{\Delta}\qquad(t\ll\Delta).
\]
In the weak-coupling regime \(D\) thus falls as \(e^{-4\kappa s}\). One factor of two in the exponent comes from having shells on both partners, the other from the square of the coupling. This rapid loss, set against a dispersion gain whose slope never exceeds \(zA/(24g)\), is what allows bulk to help.

## From cohesion to vapour pressure

Volatility here means the equilibrium partial pressure \(p\) of monomers. In an ideal gas their chemical potential is \(k_BT\ln(p\Lambda^3/k_BT)\), apart from internal and rotational terms, with \(\Lambda\) the thermal wavelength. In the solid, let each molecule vibrate classically in a harmonic cell of spring constant \(k\). Its partition function is
\[
\frac{e^{L/k_BT}}{\Lambda^3}\int e^{-ku^2/2k_BT}\,d^3u=\frac{v_f}{\Lambda^3}e^{L/k_BT},
\qquad v_f=\left(\frac{2\pi k_BT}{k}\right)^{3/2}.
\]
The solid's chemical potential is \(-k_BT\) times the logarithm of this quantity, neglecting the pressure–volume work, which is small when the vapour is much more dilute than the solid. Equating the two potentials cancels \(\Lambda\), and with it the molecular mass:
\[
p=J\,\frac{k_BT}{v_f}\,e^{-L/k_BT}.
\]
The factor \(J\) collects the internal and rotational contributions. A heavier molecule is not less volatile because of its mass in this classical limit; what counts is the attraction that comes with the added atoms.

Let the subscripts 0 and \(s\) denote the bare and shielded compounds. If \(J\) is the same for both,
\[
\frac{p_s}{p_0}=\left(\frac{k_s}{k_0}\right)^{3/2}\exp\left(\frac{L_0-L_s}{k_BT}\right).
\]
Taking the logarithm and inserting \(L\) shows that volatility rises precisely when
\[
D(0)-D(s)>\frac z2\left[W(R_0+s)-W(R_0)\right]+\frac32k_BT\ln\frac{k_0}{k_s}.
\]
The left side is the dative energy removed. On the right stand the added dispersion and an entropy penalty. The penalty is positive if losing the contacts softens the solid: a molecule with more room to move has less entropy to gain by leaving.

Integrating the slope bound gives a simpler test of the energy part. Cohesion certainly falls if
\[
D(0)-D(s)>\frac{zAs}{24g}.
\]
This condition is sufficient, not necessary, since it overstates the dispersion gain.

## A shell that helps

Take round model parameters: \(R_0=4.5\) Å, \(g=1.6\) Å, \(A=0.5\) eV, \(t_0=1\) eV, \(\Delta=6\) eV, \(\kappa=1\) Å\(^{-1}\) and \(T=400\) K, where \(k_BT=0.03447\) eV. The spring constant is 2 eV/Å\(^2\) for the bare solid and 1 eV/Å\(^2\) for the shielded ones, so softening works against the effect to be explained.

For the bare molecule the pair dispersion is 0.0313 eV, and six pairs per molecule give 0.188 eV. The contact contributes
\[
D(0)=\sqrt{3^2+2(1)^2}-3=0.317\ \text{eV},
\]
so \(L_0=0.5045\) eV. Allowing double transfer without extra repulsion would raise the contact energy to 0.325 eV and the pressure ratio found below from about 19 to about 23, so its exclusion slightly understates the effect.

A 2 Å shell raises the dispersion to 0.368 eV, a gain of 0.180 eV. The coupling falls to \(e^{-4}=0.018\) eV and the contact energy to about 0.0001 eV. The balance is
\[
L_s-L_0=0.1800-0.3165=-0.1365\ \text{eV},
\]
or \(-13.2\) kJ/mol. The removed 0.317 eV also exceeds the sum of the added dispersion and the entropy penalty, \(0.180+0.036=0.216\) eV. The simpler test is passed narrowly, with a bound of 0.3125 eV on the added dispersion. The pressure ratio is
\[
\frac{p_s}{p_0}=0.3536\,\exp\left(\frac{0.1365}{0.03447}\right)\approx19.
\]
Explicit canonical sums for an ideal vapour, with quantum oscillators and different molecular masses, give 18.5, against 18.6 from the classical formula.

The absolute pressures call for more binding than the model contains. With \(J=1\) and \(L_s=0.368\) eV the formula gives the shielded compound about 13 bar, a vapour half as dense as the solid, for which neither the ideal-gas law nor the neglect of pressure–volume work holds. The ratio of 19 therefore applies to compounds with further cohesion that the shell leaves unchanged. An extra 0.3 eV in both \(L_0\) and \(L_s\) cancels from the ratio and, still with \(J=1\), brings the two pressures down to about 0.1 and 2 mbar, where both approximations are sound. A molecule that rotates freely in the vapour but only librates in the solid has \(J\) far above 1, and then needs more binding still. The cancellation also fails if the missing cohesion is itself dispersion, which grows with the shell: supplying the 0.3 eV by raising \(A\) to 1.3 eV turns the ratio from about 19 into about 0.004.

The cause can be isolated by a control: add the same dispersion but leave the contact intact, as if the alkyl groups sat where they shield nothing. With equal spring constants the ratio is then \(\exp(-0.1800/0.03447)=0.0054\). The same attraction that accompanies a nineteenfold rise would, by itself, cause a large fall. Where the bulk is placed therefore matters as well as how much there is.

Neighbours beyond the nearest shell alter the balance only slightly. Summing dispersion over a face-centred cubic packing changes \(L_s-L_0\) from \(-0.137\) to \(-0.133\) eV, which lowers the pressure ratio from about 19 to about 17.

## Why more bulk eventually hurts

The rate at which the contact energy is lost follows from \(d(t^2)/ds=-4\kappa t^2\):
\[
\frac{dD}{ds}=-\frac{4\kappa t^2}{\sqrt{\Delta^2/4+2t^2}}\approx-\frac{8\kappa t_0^2}{\Delta}e^{-4\kappa s}\qquad(t\ll\Delta).
\]
Cohesion is stationary when this loss balances \((z/2)W'(R_0+s)\). The dispersion slope changes slowly, so it may be evaluated at \(R_0\). Solving for \(s\) gives
\[
s^*\approx\frac1{4\kappa}\ln\left[\frac{8\kappa t_0^2}{\Delta\,(z/2)\,W'(R_0)}\right].
\]
The estimate is 0.70 Å; direct minimization gives 0.68 Å, where \(L=0.267\) eV. This is thinner than a real alkyl group: the van der Waals radius of a methyl group alone is about 2 Å. The optimum should therefore not be read as a recipe for a ligand. It says that, for these parameters, a thin shell already removes most of the dative energy, and further thickness mostly adds dispersion. The 2 Å shell lies past the optimum: it lowers \(L\) by 0.14 eV, against 0.24 eV at the minimum.

The reversal is unavoidable within the model. The dative energy available for removal is finite, whereas \(W\) grows without limit, because its slope tends to the positive constant \(A/(12g)\). Here \(L\) regains its bare value at \(s=3.3\) Å. The pressure gain ends earlier, at 3.0 Å, because softening must also be paid for. At 4 Å the cohesion is 0.071 eV above the bare value, and the pressure ratio is \(0.3536\,e^{-0.0708/0.03447}=0.045\).

The limit \(t_0=0\) describes molecules with no dative contacts to lose. Every shell then raises \(L\), and unless the solid stiffens, every shell lowers the volatility. Bulky groups offer no advantage of this kind to a metal centre that was already closed to its neighbours.

## Temperature, and where the argument can fail

The energy term in \(\ln(p_s/p_0)\) varies as \(1/T\), while the softening term is constant. The advantage of the 2 Å shell therefore shrinks on heating. It would vanish when \(\tfrac32k_BT\ln2=0.1365\) eV, near 1500 K, far outside the range where a harmonic molecular solid is a sensible picture.

The temperature dependence also offers a diagnostic. The sublimation enthalpy is \(k_BT^2\,d\ln p/dT\). Since \(k_BT/v_f\) varies as \(T^{-1/2}\), this equals \(L-\tfrac12k_BT\) plus a contribution from \(J\). If \(J\) is the same for two compounds, their enthalpies differ by \(L_s-L_0\), whatever their spring constants. Shielding that works by removing contacts should thus lower the sublimation enthalpy. A rise in volatility without such a drop points to an entropic cause.

Several omissions could change the sign in a real compound. The dispersion used here is weak. The spheres fill only about half of the solid, so \(A=0.5\) eV inside them corresponds to 0.10–0.14 eV averaged over the solid. At the neighbour distance of solid adamantane, about 6.7 Å, the model gives 0.055 eV per molecule, against a measured sublimation enthalpy near 0.6 eV. With the other parameters unchanged, the gain from the 2 Å shell vanishes at \(A=0.78\) eV. The numbers above therefore illustrate the balance rather than predict a compound; with realistic dispersion a shell helps only if it removes a correspondingly larger contact energy. The gap between surfaces need not stay fixed, and dispersion is sensitive to it: if the 2 Å shells packed with a gap of 1.4 Å instead of 1.6 Å, the pressure ratio would fall from about 19 to about 1.2, and at 1.3 Å to about 0.2. Flexible ligands may bend aside; the contact then survives if the associated packing, after paying the strain energy, still has a lower free energy than the shielded one. Electrostatic attraction between metal and donor decays more slowly than orbital mixing. If part of the contact energy assigned to \(D(0)\) is really electrostatic, a shell removes less of it than the model predicts. Shielded molecules may also turn more freely in the solid, which lowers \(J\) and hence the pressure. Finally, if the bare compound forms dimers in its vapour, the formula still gives its monomer pressure, but the total amount of metal carried is larger, and the advantage of the shielded compound in transport is smaller. With \(x\) dimers per monomer in the bare vapour and none in the shielded one, the pressure ratio must be divided by \(1+2x\) to compare the metal carried. A nineteenfold advantage is then lost only when dimers outnumber monomers by about nine to one.

The numerical output below lists both energy terms for each shell and the pressure ratios that follow from them.

## Calculated quantities

```
Core radius R0: 4.50 angstrom
Surface gap g: 1.60 angstrom
Hamaker constant A: 0.50 eV
Neighbours z: 12
Contact coupling t0: 1.00 eV
Charge-transfer energy Delta: 6.00 eV
Coupling decay kappa: 1.00 1/angstrom
Temperature: 400 K
Thermal energy kT: 0.03447 eV
Spring constant, bare: 2.00 eV/angstrom^2
Spring constant, shielded: 1.00 eV/angstrom^2
Pair dispersion, bare, formula: 0.031311 eV
Pair dispersion, bare, quadrature: 0.031311 eV
Pair dispersion, 2 A shell, formula: 0.061307 eV
Pair dispersion, 2 A shell, quadrature: 0.061307 eV
Delta-well decay rate (strength 1): 1.0002 1/bohr
Dative energy if double transfer free: 0.3246 eV
Shell thickness, bare: 0.00 angstrom
Coupling t, bare: 1.000000 eV
Dispersion per molecule, bare: 0.1879 eV
Dative energy, bare: 0.316625 eV
Cohesive energy L, bare: 0.5045 eV
Shell thickness, 2 A shell: 2.00 angstrom
Coupling t, 2 A shell: 0.018316 eV
Dispersion per molecule, 2 A shell: 0.3678 eV
Dative energy, 2 A shell: 0.000112 eV
Cohesive energy L, 2 A shell: 0.3680 eV
Shell thickness, 4 A shell: 4.00 angstrom
Coupling t, 4 A shell: 0.000335 eV
Dispersion per molecule, 4 A shell: 0.5753 eV
Dative energy, 4 A shell: 0.000000 eV
Cohesive energy L, 4 A shell: 0.5753 eV
Added dispersion, 2 A shell: 0.1800 eV
Upper bound on added dispersion: 0.3125 eV
Removed dative energy, 2 A shell: 0.3165 eV
Entropy penalty: 0.0358 eV
Change of L, 2 A shell: -0.1365 eV
Change of L, 2 A shell: -13.17 kJ/mol
Change of L, 4 A shell: 0.0708 eV
Softening factor in pressure: 0.3536
Pressure ratio, 2 A shell/bare: 18.565
Same ratio from canonical sums: 18.530
Pressure ratio, 4 A shell/bare: 0.0453
Control ratio, contact kept, equal k: 0.00540
Thickness of least L, numerical: 0.679 angstrom
Thickness of least L, estimate: 0.701 angstrom
Least cohesive energy: 0.2670 eV
Thickness where L regains bare value: 3.340 angstrom
Thickness where pressure gain ends: 2.998 angstrom
Change of L with all neighbours, 2 A: -0.1326 eV
```
